**Löwdin's bracketing theorem for one reference orbital**

For a Hermitian matrix $H$ with reference energy $a$, coupling column $b\neq0$ and remaining block $C$, the partitioned value is $f(E)=a+b^\dagger(E-C)^{-1}b$. If $E$ is not a pole of $f$ and $f(E)\neq E$, at least one eigenvalue of $H$ lies strictly between $E$ and $f(E)$. The program asserts this for 10000 trial energies on random complex Hermitian matrices, with eigenvalues from direct diagonalization. It also asserts the vanishing spectral sum behind the proof, the bounds on the lowest eigenvalue, and the relation between the slope of $f$ and the weight of the reference orbital. Replacing $C$ by its diagonal loses the enclosure in 1299 of the 10000 cases. For a three-wave model crystal, the output shows intervals holding one or two eigenvalues, an iteration that converges to the lowest root, and a step that moves away from the second. A decoupled level and a 21-wave calculation show how the theorem treats uncoupled states and that it does not bound the basis truncation error.

## Verification by program

```python
# Loewdin's bracketing theorem for one reference orbital.
# H = [[a, b^dagger], [b, C]] is Hermitian and b is nonzero.
# f(E) = a + b^dagger (E - C)^(-1) b is the partitioned value.
# Claim: for E off the poles of f, with f(E) != E, at least one eigenvalue
# of H lies strictly between E and f(E).
# psi = (1, x), x = (E - C)^(-1) b, is the partitioned trial vector.
# Model energies are in Ry and wave numbers in 1/bohr (kinetic energy k^2).
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def partition(H, E):
    """Return f(E) and the trial vector psi."""
    b, C = H[1:, 0], H[1:, 1:]
    x = np.linalg.solve(E * np.eye(len(b)) - C, b)
    f = H[0, 0].real + np.vdot(b, x).real
    return f, np.concatenate(([1.0], x))


def enclosed(levels, E, f):
    """Eigenvalues strictly between E and f."""
    return levels[(levels > min(E, f)) & (levels < max(E, f))]


def rayleigh(H, psi):
    return np.vdot(psi, H @ psi).real / np.vdot(psi, psi).real


def wave_matrix(k, V1, V2, orders):
    """Plane waves k + m (G = 1) in 2 V1 cos(x) + 2 V2 cos(2x)."""
    m = np.array(orders)
    gap = np.abs(m[:, None] - m[None, :])
    return np.diag((k + m) ** 2.0) + V1 * (gap == 1) + V2 * (gap == 2)


# Random complex Hermitian matrices: theorem, identity and bounds
rng = np.random.default_rng(7)
trials = diagonal_failures = lower_bound_cases = rayleigh_cases = 0
worst_identity = 0.0
for _ in range(2000):
    n = int(rng.integers(3, 9))
    A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    H = (A + A.conj().T) / 2
    levels, vectors = np.linalg.eigh(H)
    lowest_pole = np.linalg.eigvalsh(H[1:, 1:])[0]
    for E in rng.uniform(-6, 6, size=5):
        f, psi = partition(H, E)
        trials += 1
        assert len(enclosed(levels, E, f)) >= 1
        terms = np.abs(vectors.conj().T @ psi) ** 2
        terms = terms * (levels - E) * (levels - f)
        worst_identity = max(worst_identity,
                             abs(terms.sum()) / np.abs(terms).sum())
        # the same formula with C replaced by its diagonal
        f_diag = H[0, 0].real + np.sum(
            np.abs(H[1:, 0]) ** 2 / (E - np.diag(H)[1:].real))
        diagonal_failures += len(enclosed(levels, E, f_diag)) == 0
        W = rayleigh(H, psi)
        assert min(E, f) < W < max(E, f)
        if E < lowest_pole:
            lower_bound_cases += 1
            assert (E - levels[0]) * (f - levels[0]) < 0
        if W < lowest_pole:
            rayleigh_cases += 1
            assert W >= levels[0] - 1e-9
            assert partition(H, W)[0] <= levels[0] + 1e-9
# rounding is amplified when E falls close to a pole or to a root
assert worst_identity < 1e-7
assert diagonal_failures > 0
assert lower_bound_cases > 100 and rayleigh_cases > 100

print(f"random tests: {trials} trial energies, all brackets hold")
print(f"largest relative error of the zero-sum identity: "
      f"{worst_identity:.1e}")
print(f"brackets lost when C is replaced by its diagonal: "
      f"{diagonal_failures} of {trials}")

# Three-wave model crystal
k, V = 0.2, 0.2
H = wave_matrix(k, V, 0.0, [0, -1, 1])
levels, vectors = np.linalg.eigh(H)
poles = np.linalg.eigvalsh(H[1:, 1:])
print(f"model: G = 1 1/bohr, k = {k} 1/bohr, V = {V} Ry")
print(f"reference energy a = {H[0, 0]:.4f} Ry")
print("poles (Ry):", " ".join(f"{p:.4f}" for p in poles))
print("eigenvalues (Ry):", " ".join(f"{e:.6f}" for e in levels))
print(f"lowest eigenvalue = {levels[0] * RY_EV:.5f} eV")

print("trial E (Ry), f(E) (Ry), eigenvalues strictly between (Ry):")
for E in (-0.1, 0.04, 0.5, 0.65, 0.7, 1.0, 1.43, 1.5):
    f, _ = partition(H, E)
    inside = enclosed(levels, E, f)
    assert len(inside) >= 1
    print(f"  {E:7.4f} {f:10.6f}  "
          + " ".join(f"{e:.6f}" for e in inside))

# Slope from finite differences against the norm of x and the weights
step = 1e-5
print("eigenvalue (Ry), slope f', reference weight:")
for e, v in zip(levels, vectors.T):
    slope = (partition(H, e + step)[0]
             - partition(H, e - step)[0]) / (2 * step)
    x = partition(H, e)[1][1:]
    assert abs(slope + x @ x) < 1e-4 * abs(slope)
    assert abs(v[0] ** 2 - 1 / (1 - slope)) < 1e-5
    print(f"  {e:.6f} {slope:10.4f} {v[0] ** 2:.6f}")

# Repeated substitution from the reference energy
E = H[0, 0]
print("iteration n, E_n (Ry), E_n - lowest eigenvalue (Ry):")
for n in range(6):
    print(f"  {n} {E:.8f} {E - levels[0]:+.2e}")
    f, _ = partition(H, E)
    assert (E - levels[0]) * (f - levels[0]) < 0
    E = f
assert abs(E - levels[0]) < 1e-5

# Rayleigh quotient, equal to a Newton step, and its bracket
E = H[0, 0]
f, psi = partition(H, E)
W = rayleigh(H, psi)
slope = (partition(H, E + step)[0] - partition(H, E - step)[0]) / (2 * step)
assert abs(W - (E + (f - E) / (1 - slope))) < 1e-8
fW, _ = partition(H, W)
assert fW < levels[0] < W
print(f"from E = {E:.4f} Ry: slope f' = {slope:.6f}")
print(f"Rayleigh quotient W = {W:.8f} Ry, f(W) = {fW:.8f} Ry")
print(f"bracket width: first {abs(f - E):.6f} Ry, "
      f"after W {W - fW:.2e} Ry")

# A root with |f'| > 1 repels the iteration, yet stays enclosed
start = levels[1] + 0.001
f, _ = partition(H, start)
assert abs(f - levels[1]) > abs(start - levels[1])
assert levels[1] in enclosed(levels, start, f)
print(f"second root: error {start - levels[1]:+.6f} Ry becomes "
      f"{f - levels[1]:+.6f} Ry")

# f(E) may itself be an eigenvalue; another one is then strictly inside
E = brentq(lambda z: partition(H, z)[0] - levels[2],
           poles[0] + 1e-6, poles[1] - 1e-6, xtol=1e-14)
assert E + 1e-4 < levels[1] < levels[2] - 1e-4
print(f"f(E) equals the top eigenvalue at E = {E:.6f} Ry; "
      f"inside: {levels[1]:.6f} Ry")

# Decoupled level: at k = 0 the odd wave does not couple to the reference
V2 = 0.1
H0 = wave_matrix(0.0, V, V2, [0, -1, 1])
levels0 = np.linalg.eigvalsh(H0)
E = 1.0 - V2
b, C = H0[1:, 0], H0[1:, 1:]
f = H0[0, 0] + b @ np.linalg.pinv(E * np.eye(2) - C, rcond=1e-10) @ b
assert np.min(np.abs(levels0 - E)) < 1e-12
assert abs(f - partition(H0, E + 1e-6)[0]) < 1e-4
assert f + 1e-3 < levels0[0] < E - 1e-3
print(f"k = 0 with second component V2 = {V2} Ry, eigenvalues (Ry):",
      " ".join(f"{e:.6f}" for e in levels0))
print(f"decoupled level E = {E:.4f} Ry: f(E) = {f:.6f} Ry")

# Error of the three-wave truncation, which the theorem does not bound
def wave_orders(top):
    return [0] + [s * m for m in range(1, top + 1) for s in (-1, 1)]


large = wave_matrix(k, V, 0.0, wave_orders(10))
full = np.linalg.eigvalsh(large)[:3]
larger = np.linalg.eigvalsh(wave_matrix(k, V, 0.0, wave_orders(20)))[:3]
assert np.max(np.abs(full - larger)) < 1e-10
f_large, _ = partition(large, H[0, 0])
assert f_large < full[0] < H[0, 0]
print("21 waves, lowest three eigenvalues (Ry):",
      " ".join(f"{e:.6f}" for e in full))
print("three-wave minus 21-wave (Ry):",
      " ".join(f"{d:+.6f}" for d in levels - full))
print(f"21 waves: f({H[0, 0]:.4f} Ry) = {f_large:.6f} Ry")
print("tests ok")
```

Output:

```
random tests: 10000 trial energies, all brackets hold
largest relative error of the zero-sum identity: 1.0e-12
brackets lost when C is replaced by its diagonal: 1299 of 10000
model: G = 1 1/bohr, k = 0.2 1/bohr, V = 0.2 Ry
reference energy a = 0.0400 Ry
poles (Ry): 0.6400 1.4400
eigenvalues (Ry): -0.045299 0.696329 1.468970
lowest eigenvalue = -0.61633 eV
trial E (Ry), f(E) (Ry), eigenvalues strictly between (Ry):
  -0.1000  -0.040028  -0.045299
   0.0400  -0.055238  -0.045299
   0.5000  -0.288267  -0.045299
   0.6500   3.989367  0.696329 1.468970
   0.7000   0.652613  0.696329
   1.0000   0.060202  0.696329
   1.4300  -3.909367  -0.045299 0.696329
   1.5000   0.753178  1.468970
eigenvalue (Ry), slope f', reference weight:
  -0.045299    -0.1033 0.906369
  0.696329   -12.6789 0.073105
  1.468970   -47.7178 0.020526
iteration n, E_n (Ry), E_n - lowest eigenvalue (Ry):
  0 0.04000000 +8.53e-02
  1 -0.05523810 -9.94e-03
  2 -0.04428584 +1.01e-03
  3 -0.04540409 -1.05e-04
  4 -0.04528843 +1.08e-05
  5 -0.04530038 -1.12e-06
from E = 0.0400 Ry: slope f' = -0.131519
Rayleigh quotient W = -0.04416834 Ry, f(W) = -0.04541626 Ry
bracket width: first 0.095238 Ry, after W 1.25e-03 Ry
second root: error +0.001000 Ry becomes -0.012459 Ry
f(E) equals the top eigenvalue at E = 0.667014 Ry; inside: 0.696329 Ry
k = 0 with second component V2 = 0.1 Ry, eigenvalues (Ry): -0.068466 0.900000 1.168466
decoupled level E = 0.9000 Ry: f(E) = -0.400000 Ry
21 waves, lowest three eigenvalues (Ry): -0.046390 0.681859 1.457362
three-wave minus 21-wave (Ry): +0.001090 +0.014470 +0.011609
21 waves: f(0.0400 Ry) = -0.056830 Ry
tests ok
```
